# Fermi-surface area of aluminium from its resistivity–mean-free-path product: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Fermi-surface area of Al from the product (resistivity x mean free path).

Result under test: for a cubic metal with a uniform mean free path lam,
    rho*lam = 12 pi^3 hbar / (e^2 S),   S = total Fermi-surface area,
so rho*lam = 5.01e-16 ohm m^2 gives S of about 79 percent of the sphere that
holds three free electrons per atom. A second part tests the cause: Bragg
gaps remove area. One plane G with Fourier coefficient U removes the fraction
    (u/kF^2) I(g)/(4 g),  u = 2 m U/hbar^2,  g = G/(2 kF),
    I(g) = integral over all x of 1 - sqrt(1 - g^2/(1+x^2)).
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

pi, hbar, e, m = const.pi, const.hbar, const.e, const.m_e

# ---------- inputs ----------
product_given = 5.01e-16      # ohm m^2
a = 0.405e-9                  # m, rough room-temperature lattice constant
U111, U200 = 0.24, 0.76       # eV, rough pseudopotential coefficients
valence = 3


# ---------- test of the conductivity formula on a warped cubic band ----------
# E = k^2 + b (kx^4+ky^4+kz^4), Fermi energy 1, units hbar = e = lam = 1
def warped_band_test(b=1.5, n_grid=120, width=0.04, n_angle=400):
    x = (np.arange(n_grid) + 0.5) / n_grid
    kx, ky, kz = np.meshgrid(x, x, x, indexing="ij")
    energy = sum(k**2 + b * k**4 for k in (kx, ky, kz))
    vx, vy, vz = (2 * k + 4 * b * k**3 for k in (kx, ky, kz))
    speed = np.sqrt(vx**2 + vy**2 + vz**2)
    delta = np.exp(-0.5 * ((energy - 1) / width)**2) / (width * np.sqrt(2 * pi))
    sigma = 2 / (2 * pi)**3 * 8 * np.sum(vx**2 / speed * delta) / n_grid**3
    angle = np.linspace(0, pi / 2, n_angle + 1)
    th, ph = np.meshgrid(angle, angle, indexing="ij")
    unit = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                     np.cos(th)], axis=-1)
    quartic = b * np.sum(unit**4, axis=-1)
    radius = np.sqrt((-1 + np.sqrt(1 + 4 * quartic)) / (2 * quartic))
    p = unit * radius[..., None]
    cross = np.cross(p[1:, 1:] - p[:-1, :-1], p[1:, :-1] - p[:-1, 1:])
    area = 8 * 0.5 * np.sum(np.linalg.norm(cross, axis=-1))
    return sigma, area / (12 * pi**3)


sigma_volume, sigma_area = warped_band_test()
# tolerance: finite width of the smeared delta function
assert abs(sigma_volume / sigma_area - 1) < 5e-3

# ---------- inversion and free-electron sphere ----------
S_al = 12 * pi**3 * hbar / (e**2 * product_given)


def sphere(lattice):
    density = 4 * valence / lattice**3
    k_fermi = (3 * pi**2 * density)**(1 / 3)
    return density, k_fermi, 4 * pi * k_fermi**2


n, kF, S_sphere = sphere(a)
ratio = S_al / S_sphere
EF = hbar**2 * kF**2 / (2 * m) / e
product_drude = hbar * kF / (n * e**2)
# Drude product and area formula are separate roads to the same ratio
assert abs(product_drude / product_given / ratio - 1) < 1e-10
assert abs(ratio - 0.79) < 0.005
electrons_wrong = valence * ratio**1.5


# ---------- loss of area at one Bragg plane ----------
def loss_integral(g):
    return 2 * quad(lambda x: 1 - np.sqrt(1 - g**2 / (1 + x**2)), 0, np.inf)[0]


def loss_fraction(u_rel, g):
    return u_rel * loss_integral(g) / (4 * g)


def ring_sum_loss(u_rel, g, n_ring=20000):
    """Lost fraction from 2x2 eigenvalues and conical rings, with kF = 1."""
    G = 2 * g
    q_max = 0.9 * (1 - g)
    scale = u_rel / G
    q = scale * np.sinh(np.linspace(0, np.arcsinh(q_max / scale), n_ring))

    def area_both_sides(u):
        h = np.zeros((n_ring, 2, 2))
        h[:, 0, 0], h[:, 1, 1] = (G / 2 + q)**2, (G / 2 - q)**2
        h[:, 0, 1] = h[:, 1, 0] = u
        rho = np.sqrt(1 - np.linalg.eigvalsh(h))
        slant = np.sqrt(np.diff(rho, axis=0)**2 + np.diff(q)[:, None]**2)
        return np.sum(pi * (rho[1:] + rho[:-1]) * slant)

    return (area_both_sides(0.0) - area_both_sides(u_rel)) / (4 * pi)


g111 = 2 * pi / a * np.sqrt(3) / (2 * kF)
g200 = 2 * pi / a * 2 / (2 * kF)
ring_check = []
for g in (g111, g200):
    ring_check.append(ring_sum_loss(1e-3, g) / loss_fraction(1e-3, g))
    # tolerance: higher orders in u and the cut-off tails of the integral
    assert abs(ring_check[-1] - 1) < 0.015

loss111 = 8 * loss_fraction(U111 / EF, g111)
loss200 = 6 * loss_fraction(U200 / EF, g200)
ratio_first_order = 1 - loss111 - loss200
rings = (8 * U111 + 6 * U200) / EF / 2      # flat rings / sphere area
assert ratio_first_order + rings > 1        # closed surface exceeds sphere


# ---------- whole-zone band calculation, k in units of 2 pi/a ----------
def band_area(u111, u200, n_grid, width=0.15, bands=6):
    """Area / sphere area, Fermi level (eV), <v><1/v> on the surface."""
    unit_energy = hbar**2 * (2 * pi / a)**2 / (2 * m) / e
    G = np.array([v for v in itertools.product(range(-2, 3), repeat=3)
                  if len({c % 2 for c in v}) == 1
                  and sum(c * c for c in v) <= 4], dtype=float)
    dist2 = np.sum((G[:, None] - G[None])**2, axis=-1)
    potential = u111 * (dist2 == 3) + u200 * (dist2 == 4)
    i, j, l = np.meshgrid(*[np.arange(n_grid)] * 3, indexing="ij")
    keep = (i >= j) & (j >= l) & (i + j + l + 1.5 < 1.5 * n_grid)
    i, j, l = i[keep], j[keep], l[keep]
    weight = np.where((i == j) & (j == l), 1.0,
                      np.where((i == j) | (j == l), 3.0, 6.0))
    weight /= weight.sum()
    k = (np.stack([i, j, l], axis=-1) + 0.5) / n_grid
    levels, speeds = [], []
    for part in np.array_split(k, 10):
        kg = part[:, None, :] + G[None]
        h = np.repeat(potential[None], len(part), axis=0)
        idx = np.arange(len(G))
        h[:, idx, idx] += unit_energy * np.sum(kg**2, axis=-1)
        val, vec = np.linalg.eigh(h)
        prob = vec[:, :, :bands]**2
        grad = 2 * unit_energy * np.matmul(prob.transpose(0, 2, 1), kg)
        levels.append(val[:, :bands])
        speeds.append(np.linalg.norm(grad, axis=-1))
    E, v = np.concatenate(levels), np.concatenate(speeds)
    w = weight[:, None]

    def excess(mu):
        return np.sum(w * erfc((E - mu) / (np.sqrt(2) * width))) - valence

    mu = brentq(excess, 5, 18)
    delta = w * np.exp(-0.5 * ((E - mu) / width)**2) / (width * np.sqrt(2 * pi))
    s0, s1, s2 = (np.sum(delta * v**p) for p in (0, 1, 2))
    sphere_area = 4 * pi * (kF * a / (2 * pi))**2
    return 4 * s1 / sphere_area, mu, s2 * s0 / s1**2


empty_ratio, empty_mu, empty_R = band_area(0, 0, 80)
band_ratio, band_mu, R = band_area(U111, U200, 80)
coarse_ratio = band_area(U111, U200, 56)[0]
assert abs(empty_ratio - 1) < 0.005 and abs(empty_mu - EF) < 0.05
assert abs(coarse_ratio - band_ratio) < 0.01
# rough coefficients and overlapping planes limit these two comparisons
assert abs(band_ratio - ratio_first_order) < 0.05
assert abs(band_ratio - ratio) < 0.05

# ---------- size of neglected effects ----------
ratio_cold = S_al / sphere(0.403e-9)[2]
rounding = 0.005e-16 / product_given
kT_rel = const.k * 300 / e / EF

print(f"given rho0*lambda            {product_given:.3e} ohm m^2")
print(f"lattice constant             {a*1e9:.3f} nm")
print(f"hbar/e^2                     {hbar/e**2:.2f} ohm")
print(f"12 pi^3 hbar/e^2             {12*pi**3*hbar/e**2:.5e} ohm")
print(f"inverted area S              {S_al*1e-18:.1f} nm^-2")
print(f"inverted area S              {S_al*const.value('Bohr radius')**2:.3f} bohr^-2")
print(f"electron density             {n*1e-27:.2f} nm^-3")
print(f"free-electron kF             {kF*1e-9:.3f} nm^-1")
print(f"free-electron EF             {EF:.3f} eV")
print(f"sphere area S0               {S_sphere*1e-18:.1f} nm^-2")
print(f"free-electron rho0*lambda    {product_drude:.3e} ohm m^2")
print(f"ratio S/S0                   {ratio:.4f}")
print(f"electrons/atom if misread    {electrons_wrong:.3f}")
print(f"warped band, sigma/lambda: volume {sigma_volume:.5f}, area {sigma_area:.5f} (dimensionless)")
print(f"U111, U200 (rough)           {U111:.2f}, {U200:.2f} eV")
print(f"g = G/(2kF) for 111, 200     {g111:.4f}, {g200:.4f}")
print(f"I(g) for 111, 200            {loss_integral(g111):.4f}, {loss_integral(g200):.4f}")
print(f"u/kF^2 for 111, 200          {U111/EF:.4f}, {U200/EF:.4f}")
print(f"ring sum / loss law 111, 200 {ring_check[0]:.4f}, {ring_check[1]:.4f}")
print(f"lost fraction, eight 111     {loss111:.4f}")
print(f"lost fraction, six 200       {loss200:.4f}")
print(f"first-order ratio            {ratio_first_order:.4f}")
print(f"flat rings / sphere area     {rings:.4f}")
print(f"first-order ratio plus rings {ratio_first_order+rings:.4f}")
print(f"empty-lattice ratio (check)  {empty_ratio:.4f}")
print(f"band-model ratio             {band_ratio:.4f}")
print(f"band-model ratio, coarse grid {coarse_ratio:.4f}")
print(f"band-model Fermi level       {band_mu:.3f} eV")
print(f"velocity factor <v><1/v>     {R:.4f} (empty lattice {empty_R:.4f})")
print(f"ratio S/S0 divided by factor {ratio/R:.4f}")
print(f"ratio S/S0 at a = 0.403 nm   {ratio_cold:.4f}")
print(f"rounding of given product    {100*rounding:.2f} percent")
print(f"kT/EF at 300 K               {kT_rel:.5f}")
print("success")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 155, in <module>
    empty_ratio, empty_mu, empty_R = band_area(0, 0, 80)
                                     ^^^^^^^^^^^^^^^^^^^
  File "check.py", line 136, in band_area
    h[:, idx, idx] += unit_energy * np.sum(kg**2, axis=-1)
numpy._core._exceptions._UFuncOutputCastingError: Cannot cast ufunc 'add' output from dtype('float64') to dtype('int64') with casting rule 'same_kind'
```

Diagnosis: The fault was in the program, not in the physics. The empty-lattice check passed its two potential coefficients as the integer 0, so the Hamiltonian array was created with integer type and could not take the real kinetic energies. The potential matrix is now always made of floating-point numbers, and the check passes 0.0. No formula, tested quantity or tolerance is changed.

Repair:

```diff
@@ -121,5 +121,5 @@
                   and sum(c * c for c in v) <= 4], dtype=float)
     dist2 = np.sum((G[:, None] - G[None])**2, axis=-1)
-    potential = u111 * (dist2 == 3) + u200 * (dist2 == 4)
+    potential = (u111 * (dist2 == 3) + u200 * (dist2 == 4)).astype(float)
     i, j, l = np.meshgrid(*[np.arange(n_grid)] * 3, indexing="ij")
     keep = (i >= j) & (j >= l) & (i + j + l + 1.5 < 1.5 * n_grid)
@@ -153,5 +153,5 @@
 
 
-empty_ratio, empty_mu, empty_R = band_area(0, 0, 80)
+empty_ratio, empty_mu, empty_R = band_area(0.0, 0.0, 80)
 band_ratio, band_mu, R = band_area(U111, U200, 80)
 coarse_ratio = band_area(U111, U200, 56)[0]
```

Output now:

```
given rho0*lambda            5.010e-16 ohm m^2
lattice constant             0.405 nm
hbar/e^2                     4108.24 ohm
12 pi^3 hbar/e^2             1.52857e+06 ohm
inverted area S              3051.0 nm^-2
inverted area S              8.544 bohr^-2
electron density             180.64 nm^-3
free-electron kF             17.488 nm^-1
free-electron EF             11.652 eV
sphere area S0               3843.3 nm^-2
free-electron rho0*lambda    3.977e-16 ohm m^2
ratio S/S0                   0.7939
electrons/atom if misread    2.122
warped band, sigma/lambda: volume 0.02200, area 0.02201 (dimensionless)
U111, U200 (rough)           0.24, 0.76 eV
g = G/(2kF) for 111, 200     0.7683, 0.8871
I(g) for 111, 200            1.0182, 1.4249
u/kF^2 for 111, 200          0.0206, 0.0652
ring sum / loss law 111, 200 0.9982, 0.9969
lost fraction, eight 111     0.0546
lost fraction, six 200       0.1571
first-order ratio            0.7883
flat rings / sphere area     0.2781
first-order ratio plus rings 1.0663
empty-lattice ratio (check)  0.9999
band-model ratio             0.7986
band-model ratio, coarse grid 0.7989
band-model Fermi level       11.560 eV
velocity factor <v><1/v>     1.0519 (empty lattice 1.0000)
ratio S/S0 divided by factor 0.7547
ratio S/S0 at a = 0.403 nm   0.7860
rounding of given product    0.10 percent
kT/EF at 300 K               0.00222
success
```
